# Resistance without Channel Heating in a Ballistic Transistor: a numerical check

```python
"""
Result under test: a channel without inelastic scattering has a finite
resistance, yet carriers leave no heat in it; the power I*V is released in
the source and drain reservoirs:
  I   = (2e/h) Int M (fS - fD) dE
  Q_S = (2/h)  Int (mu_S - E) M (fS - fD) dE
  Q_D = (2/h)  Int (E - mu_D) M (fS - fD) dE,   Q_S + Q_D = I V
M(E): transverse modes above the barrier top; fS, fD: Fermi functions of the
reservoirs; mu_S, mu_D: their electrochemical potentials; V: drain voltage.
Energies are in eV from mu_S = 0, other quantities in SI unless named.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import root
from scipy.special import expit

q, h, hbar = const.e, const.h, const.hbar
nm = 1e-9
mass = 0.05 * const.m_e
width = 1e-6
length = 30 * nm
x_top = 10 * nm
temperature = 300.0
kT = const.k * temperature / q
bias = 0.3
top = -0.1
curvature = 0.001 / nm**2          # eV per m^2
omega = np.sqrt(2 * curvature * q / mass)
mu_s, mu_d = 0.0, -bias


def fermi(energy, mu, kt=kT):
    return expit(-(energy - mu) / kt)


def potential(x):
    return top - curvature * (x - x_top)**2


def integrate(y, x):
    return np.sum((y[..., 1:] + y[..., :-1]) * np.diff(x), axis=-1) / 2


def modes(eps, alpha=0.0):
    """Modes at energy eps above the barrier top; alpha: nonparabolicity."""
    return width * np.sqrt(2 * mass * q * eps * (1 + alpha * eps)) / (np.pi * hbar)


def landauer(mu1, mu2, barrier, kt=kT, alpha=0.0, floor=-np.inf):
    """Net electrons per second above 'floor', and their mean energy."""
    s = np.linspace(0, np.sqrt(1.2), 12001)
    energy = barrier + s**2
    density = 2 * s * modes(s**2, alpha) * (fermi(energy, mu1, kt)
                                          - fermi(energy, mu2, kt))
    density = density * (energy > floor)
    total = integrate(density, s)
    return 2 * q / h * total, integrate(density * energy, s) / total


def mode_sum(mu1, mu2):
    """Electron rate as an explicit sum over periodic transverse modes."""
    n = np.arange(-400, 401)
    eps = (hbar * 2 * np.pi * n / width)**2 / (2 * mass * q)
    part = [np.logaddexp(0, (mu - top - eps) / kT) for mu in (mu1, mu2)]
    return 2 * q / h * kT * np.sum(part[0] - part[1])


rate, mean_energy = landauer(mu_s, mu_d, top)
assert abs(mode_sum(mu_s, mu_d) / rate - 1) < 1e-5
current = q * rate
power = current * bias
heat_s, heat_d = mu_s - mean_energy, mean_energy - mu_d

# Low-bias conductance: derivative formula against a finite difference
s = np.linspace(0, np.sqrt(1.2), 12001)
f0 = fermi(top + s**2, 0.0)
conductance = 2 * q**2 / h * integrate(2 * s * modes(s**2) * f0 * (1 - f0) / kT, s)
dv = 1e-4
assert abs(q * mode_sum(dv / 2, -dv / 2) / dv / conductance - 1) < 1e-5

# Newton trajectories launched from both contacts
step = 0.0005
kin_x = (np.arange(2000) + 0.5) * step
ky = np.linspace(0, np.sqrt(2 * mass * q) / hbar, 801)
kin_y = (hbar * ky)**2 / (2 * mass * q)


def supply(edge, mu):
    """Occupied transverse states per kin_x, and their transverse energy."""
    occ = fermi(edge + kin_x[:, None] + kin_y[None, :], mu)
    return (width / np.pi * integrate(occ, ky),
            width / np.pi * integrate(occ * kin_y, ky))


def fly(start, planes, scale):
    """Longitudinal kinetic energy at each plane, and the transit time."""
    direction = np.sign(planes[-1] - start)
    x = np.full(kin_x.size, start)
    v = direction * np.sqrt(2 * q * kin_x / mass)
    dt = 5e-17 * scale
    w2 = (omega / scale)**2
    centre = x_top * scale
    kinetic = np.full((len(planes), x.size), np.nan)
    time = np.full(x.size, np.nan)
    for i in range(4000):
        v_half = v + 0.5 * dt * w2 * (x - centre)
        x_new = x + dt * v_half
        v_new = v_half + 0.5 * dt * w2 * (x_new - centre)
        for j, plane in enumerate(planes):
            hit = np.isnan(kinetic[j]) & (direction * (x_new - plane) >= 0)
            if hit.any():
                frac = (plane - x[hit]) / (x_new[hit] - x[hit])
                v2 = v[hit]**2 + frac * (v_new[hit]**2 - v[hit]**2)
                kinetic[j, hit] = mass * v2 / (2 * q)
                if j == len(planes) - 1:
                    time[hit] = (i + frac) * dt
        x, v = x_new, v_new
    return kinetic, time


n_s, e_s = supply(potential(0.0), mu_s)
n_d, e_d = supply(potential(length), mu_d)


def trajectory_fluxes(scale):
    """Net rate, mean kinetic energy at four planes, source transit times."""
    planes = np.array([0, 10, 20, 30]) * nm * scale
    ks, ts = fly(planes[0], planes[1:], scale)
    kd, td = fly(planes[3], planes[2::-1], scale)
    ks = np.vstack([kin_x, ks])
    kd = np.vstack([kin_x, kd])[::-1]
    a, b = np.isfinite(ts), np.isfinite(td)
    net = np.sum(n_s[a]) - np.sum(n_d[b])
    kin = [(np.sum(ks[j, a] * n_s[a] + e_s[a])
            - np.sum(kd[j, b] * n_d[b] + e_d[b])) / net for j in range(4)]
    return 2 * q / h * step * net, np.array(kin), ts


newton_rate, kin_planes, transit = trajectory_fluxes(1)
long_rate, _, long_transit = trajectory_fluxes(2)
plane_x = np.array([0, 10, 20, 30]) * nm
total_planes = kin_planes + potential(plane_x)
assert abs(newton_rate / rate - 1) < 5e-4
assert abs(long_rate / rate - 1) < 5e-4
assert np.max(np.abs(total_planes - mean_energy)) < 2e-4
assert abs((kin_planes[3] + potential(length) - mu_d) - heat_d) < 2e-4

passed = np.isfinite(transit)
reach = np.sqrt((kin_x[passed] + potential(0.0) - top) / curvature)
formula_time = (np.arcsinh(x_top / reach)
                + np.arcsinh((length - x_top) / reach)) / omega
assert np.max(np.abs(transit[passed] / formula_time - 1)) < 2e-3
mean_transit = np.sum(transit[passed] * n_s[passed]) / np.sum(n_s[passed])
long_mean = np.sum(long_transit[passed] * n_s[passed]) / np.sum(n_s[passed])

# Limiting cases of the contact heats
_, cold_mean = landauer(mu_s, mu_d, top, kt=const.k * 5 / q)
assert abs(-cold_mean - 0.4 * (mu_s - top)) < 2e-4
off_top = 0.2
off_rate, off_mean = landauer(mu_s, mu_d, off_top)
assert abs(off_mean - (off_top + 1.5 * kT)) < 1e-4
assert off_mean > mu_s and off_mean - mu_d > bias

# Absorbing planes in a constant-M channel: thermalizing or energy-conserving
grid = np.linspace(-1.2, 1.2, 4801)


def plane_chain(number, thermalizing):
    """Current relative to ballistic; source, channel, drain shares of IV."""
    left, right = fermi(grid, bias / 2), fermi(grid, -bias / 2)

    def excess(inner):
        f = np.vstack([left, inner, right])
        return f[:-2] + f[2:] - 2 * f[1:-1]

    def thermal(mus):
        return np.array([fermi(grid, m) for m in mus])

    if number == 0:
        inner = np.empty((0, grid.size))
    elif thermalizing:
        sol = root(lambda m: integrate(excess(thermal(m)), grid),
                   np.full(number, 0.03), tol=1e-12)
        inner = thermal(sol.x)
        assert np.max(np.abs(integrate(excess(inner), grid))) < 1e-9
    else:
        matrix = 2 * np.eye(number) - np.eye(number, k=1) - np.eye(number, k=-1)
        source_term = np.zeros((number, grid.size))
        source_term[0] += left
        source_term[-1] += right
        inner = np.linalg.solve(matrix, source_term)
    f = np.vstack([left, inner, right])
    first, last = f[0] - f[1], f[-2] - f[-1]
    flow = integrate(first, grid)
    in_source = integrate((bias / 2 - grid) * first, grid)
    in_drain = integrate((grid + bias / 2) * last, grid)
    in_channel = np.sum(integrate(excess(inner) * grid, grid)) if number else 0.0
    shares = np.array([in_source, in_channel, in_drain]) / (flow * bias)
    return flow / integrate(left - right, grid), shares


chain = {}
for number in (0, 1, 3):
    for thermalizing in (True, False):
        ratio, shares = plane_chain(number, thermalizing)
        chain[number, thermalizing] = (ratio, shares)
        assert abs(ratio * (number + 1) - 1) < 1e-6
        expected = number / (number + 1) if thermalizing else 0.0
        assert abs(shares[1] - expected) < 1e-6
        assert abs(shares[0] - (1 - expected) / 2) < 1e-6
        assert abs(shares.sum() - 1) < 1e-6

# Neglected effect: tunnelling and quantum reflection (lattice Schroedinger)
spacing = 0.1 * nm
sites = potential(np.arange(301) * spacing)
hop = hbar**2 / (2 * mass * spacing**2 * q)
energy_x = kin_x + potential(0.0)
k_left = np.arccos(1 - (energy_x - sites[0]) / (2 * hop))
k_right = np.arccos(1 - (energy_x - sites[-1]) / (2 * hop))
after, here = np.exp(1j * k_right), np.ones(kin_x.size, complex)
for j in range(300, -1, -1):
    before = (2 + (sites[j] - energy_x) / hop) * here - after
    after, here = here, before
incoming = (here - after * np.exp(1j * k_left)) / (-2j * np.sin(k_left))
reflected = after - incoming
transmission = np.sin(k_right) / np.sin(k_left) / np.abs(incoming)**2
assert np.max(np.abs(transmission + np.abs(reflected / incoming)**2 - 1)) < 1e-6
n_back, e_back = supply(potential(0.0), mu_d)
q_net = np.sum(transmission * (n_s - n_back))
quantum_rate = 2 * q / h * step * q_net
quantum_mean = np.sum(transmission * (energy_x * (n_s - n_back)
                                      + e_s - e_back)) / q_net

# Other neglected effects, with rough typical material inputs
phonon, tau = 0.032, 0.2e-12
alpha, valley, gap, well = 1.2, 0.5, 0.75, 10 * nm
kappa, substrate = 68.0, 100e-6
phonons_in_channel = mean_transit / tau
leak = phonons_in_channel * phonon
np_rate, _ = landauer(mu_s, mu_d, top, alpha=alpha)
subband = 3 * (np.pi * hbar / well)**2 / (2 * mass * q)
sub_rate, _ = landauer(mu_s, mu_d, top + subband)
valley_rate, _ = landauer(mu_s, mu_d, top, floor=potential(length) + valley)
gap_rate, _ = landauer(mu_s, mu_d, top, floor=potential(length) + gap)

flights = []
kinetic = mean_energy - potential(length)
while kinetic - phonon >= mu_d - potential(length):
    flights.append(np.sqrt(2 * q * kinetic / mass) * tau)
    kinetic -= phonon
flights = np.array(flights)
spread = np.sqrt(2 * np.sum(flights**2))
rng = np.random.default_rng(1)
walk = rng.exponential(flights, (60000, flights.size)) * np.exp(
    2j * np.pi * rng.random((60000, flights.size)))
assert abs(np.sqrt(np.mean(np.abs(walk.sum(axis=1))**2)) / spread - 1) < 0.03

line_power = rate * q * heat_d / width
warming = line_power / (np.pi * kappa) * np.log(substrate / spread)
radial = quad(lambda r: line_power / (np.pi * r * kappa), spread, substrate)[0]
assert abs(radial / warming - 1) < 1e-6


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Electron mass", mass / const.m_e, "m_e")
show("Channel length", length / nm, "nm", ".0f")
show("Channel width", width * 1e6, "um", ".0f")
show("Temperature", temperature, "K", ".0f")
show("kT", kT * 1e3, "meV", ".2f")
show("Drain voltage", bias, "V", ".2f")
show("Barrier top from mu_S", top, "eV", ".2f")
show("Barrier curvature", curvature * nm**2, "eV/nm^2", ".4f")
show("Band edge at source end", potential(0.0), "eV", ".2f")
show("Band edge at drain end", potential(length), "eV", ".2f")
show("Largest field", 2 * curvature * (length - x_top) * 1e-8, "MV/cm", ".2f")
show("Modes at mu_S", modes(mu_s - top), "", ".1f")
show("Low-bias resistance", 1 / conductance, "ohm", ".1f")
show("Current at drain voltage", current * 1e3, "mA", ".4f")
show("V/I at drain voltage", bias / current, "ohm", ".1f")
show("Power IV", power * 1e3, "mW", ".4f")
show("Current, 60 nm / 30 nm (Newton)", long_rate / newton_rate, "", ".5f")
for xp, kp, ep in zip(plane_x, kin_planes, total_planes):
    print(f"x = {xp/nm:.0f} nm: mean kinetic {kp:.4f} eV, total {ep:.4f} eV")
show("Source heat per electron", heat_s * 1e3, "meV", ".1f")
show("Drain heat per electron", heat_d * 1e3, "meV", ".1f")
show("Source heat", rate * q * heat_s * 1e3, "mW", ".4f")
show("Drain heat", rate * q * heat_d * 1e3, "mW", ".4f")
show("Source heat per electron at 5 K", -cold_mean * 1e3, "meV", ".1f")
show("Off state: barrier top from mu_S", off_top, "eV", ".2f")
show("Off state: current", off_rate * q * 1e9, "nA", ".1f")
show("Off state: source heat per electron", -off_mean * 1e3, "meV", ".1f")
show("Off state: drain heat per electron", (off_mean - mu_d) * 1e3, "meV", ".1f")
for (number, thermalizing), (ratio, shares) in chain.items():
    if number or thermalizing:
        kind = "thermalizing" if thermalizing else "elastic"
        kind = kind if number else "ballistic"
        print(f"{number} planes, {kind}: R/R_ballistic {1/ratio:.3f}, shares "
              f"S/channel/D {shares[0]:.3f}/{abs(shares[1]):.3f}/{shares[2]:.3f}")
show("Mean transit time, 30 nm", mean_transit * 1e15, "fs", ".1f")
show("Mean transit time, 60 nm", long_mean * 1e15, "fs", ".1f")
print(f"Rough inputs: phonon {phonon*1e3:.0f} meV, emission time {tau*1e15:.0f} fs")
show("Phonons emitted in channel per electron", phonons_in_channel, "", ".2f")
show("Channel heat by phonons / eV", 100 * leak / bias, "%", ".1f")
show("Current change, quantum motion", 100 * (quantum_rate / rate - 1), "%", ".1f")
show("Source heat, quantum motion", -quantum_mean * 1e3, "meV/electron", ".1f")
print(f"Current change, nonparabolicity {alpha:.1f}/eV: {100*(np_rate/rate-1):.1f} %")
print(f"Second subband, {well/nm:.0f} nm well: {subband:.3f} eV higher, "
      f"adds {100*sub_rate/rate:.2f} % current")
print(f"Current above satellite valley ({valley:.2f} eV): "
      f"{100*valley_rate/rate:.1f} %")
print(f"Current above band gap ({gap:.2f} eV): {100*gap_rate/rate:.1e} %")
show("Phonons emitted in drain per electron", flights.size, "", "d")
show("Drain relaxation, straight path", flights.sum() * 1e6, "um", ".2f")
show("Drain relaxation, rms distance", spread * 1e6, "um", ".2f")
print(f"Rough inputs: substrate {kappa:.0f} W/(m K), {substrate*1e6:.0f} um thick")
show("Lattice warming by conduction", warming, "K", ".1f")
print("finished without a failed check")
```

Output:

```
Electron mass: 0.050 m_e
Channel length: 30 nm
Channel width: 1 um
Temperature: 300 K
kT: 25.85 meV
Drain voltage: 0.30 V
Barrier top from mu_S: -0.10 eV
Barrier curvature: 0.0010 eV/nm^2
Band edge at source end: -0.20 eV
Band edge at drain end: -0.50 eV
Largest field: 0.40 MV/cm
Modes at mu_S: 115.3
Low-bias resistance: 115.8 ohm
Current at drain voltage: 0.6479 mA
V/I at drain voltage: 463.0 ohm
Power IV: 0.1944 mW
Current, 60 nm / 30 nm (Newton): 1.00000
x = 0 nm: mean kinetic 0.1774 eV, total -0.0226 eV
x = 10 nm: mean kinetic 0.0774 eV, total -0.0226 eV
x = 20 nm: mean kinetic 0.1774 eV, total -0.0226 eV
x = 30 nm: mean kinetic 0.4774 eV, total -0.0226 eV
Source heat per electron: 22.6 meV
Drain heat per electron: 277.4 meV
Source heat: 0.0147 mW
Drain heat: 0.1797 mW
Source heat per electron at 5 K: 40.0 meV
Off state: barrier top from mu_S: 0.20 eV
Off state: current: 45.4 nA
Off state: source heat per electron: -238.8 meV
Off state: drain heat per electron: 538.8 meV
0 planes, ballistic: R/R_ballistic 1.000, shares S/channel/D 0.500/0.000/0.500
1 planes, thermalizing: R/R_ballistic 2.000, shares S/channel/D 0.250/0.500/0.250
1 planes, elastic: R/R_ballistic 2.000, shares S/channel/D 0.500/0.000/0.500
3 planes, thermalizing: R/R_ballistic 4.000, shares S/channel/D 0.125/0.750/0.125
3 planes, elastic: R/R_ballistic 4.000, shares S/channel/D 0.500/0.000/0.500
Mean transit time, 30 nm: 39.3 fs
Mean transit time, 60 nm: 78.6 fs
Rough inputs: phonon 32 meV, emission time 200 fs
Phonons emitted in channel per electron: 0.20
Channel heat by phonons / eV: 2.1 %
Current change, quantum motion: -0.4 %
Source heat, quantum motion: 23.7 meV/electron
Current change, nonparabolicity 1.2/eV: 4.5 %
Second subband, 10 nm well: 0.226 eV higher, adds 0.12 % current
Current above satellite valley (0.50 eV): 28.1 %
Current above band gap (0.75 eV): 4.4e-03 %
Phonons emitted in drain per electron: 8
Drain relaxation, straight path: 2.55 um
Drain relaxation, rms distance: 1.28 um
Rough inputs: substrate 68 W/(m K), 100 um thick
Lattice warming by conduction: 3.7 K
finished without a failed check
```
